# Hall effect and zero magnetoresistance in a parabolic band with constant τ

A bar carries a current density of $1.0\times10^{4}\ \mathrm{A/m^2}$ along its length, driven by an electric field of $0.0355\ \mathrm{V/m}$. A magnetic field of 1 T is applied at right angles to the current. A transverse electric field of $0.0624\ \mathrm{V/m}$ appears, larger than the driving field, so that the total electric field now makes an angle of $60^\circ$ with the current. The field needed along the bar, however, is still $0.0355\ \mathrm{V/m}$. The magnetic field has turned the electric field through a large angle without changing the resistivity measured along the bar, away from its end contacts.

These numbers belong to a model semiconductor with $n=10^{24}$ conduction electrons per cubic metre, band mass $m$ equal to 0.10 electron masses, relaxation time $\tau=1$ ps and temperature $T=300$ K. They are round parameters and stand for no particular material. The relaxation time is long for this density: in a bulk crystal doped to $10^{24}\ \mathrm{m^{-3}}$, scattering on the ionized donors alone would limit it to roughly 0.3 to 0.4 ps, and the angle at 1 T would be correspondingly smaller. The behaviour follows from the kinetic equation for the electrons, and its derivation also shows which properties of the model are responsible.

Let the electron charge be $-e$, with $e>0$. The electrons fill one isotropic parabolic band,

$$
\varepsilon=\frac{p^2}{2m},\qquad \mathbf v=\nabla_{\mathbf p}\,\varepsilon=\frac{\mathbf p}{m},
$$

where $\mathbf p$ is the crystal momentum measured from the band minimum. The distribution function $f(\mathbf p)$ is the mean occupation of a state. With two spin states, the density and the current density are

$$
n=\int\frac{2\,d^3p}{h^3}\,f,\qquad
\mathbf j=-e\int\frac{2\,d^3p}{h^3}\,\mathbf v f .
$$

In the semiclassical description an electron moves under the force $\mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B)$. Collisions are described by relaxation towards the equilibrium function $f_0(\varepsilon)$ with one constant time $\tau$ for all electrons. In a steady state, and far enough from the contacts for the system to be uniform, $f$ depends neither on time nor on position. The kinetic equation is then

$$
-e(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}f=-\frac{f-f_0}{\tau}.
\tag{1}
$$

This equation is consistent with a fixed number of electrons. The force has no divergence in momentum space: $\mathbf E$ is constant, and component $i$ of $\mathbf v\times\mathbf B$ does not contain $v_i$. The left side is therefore the divergence of $\mathbf F f$, whose integral over all momenta vanishes because $f$ vanishes at large $p$. Hence $f$ and $f_0$ contain the same density $n$.

Write $f=f_0+g$ and keep terms of first order in $\mathbf E$, while $\mathbf B$ may have any size. A prime denotes a derivative with respect to $\varepsilon$. By the chain rule $\nabla_{\mathbf p}f_0=\mathbf v f_0'$, so the magnetic force does not act on the equilibrium function:

$$
(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}f_0
=f_0'\,(\mathbf v\times\mathbf B)\cdot\mathbf v=0 .
$$

A magnetic field alone drives no current. The deviation $g$ is thus of first order in $\mathbf E$, and the term $-e\mathbf E\cdot\nabla_{\mathbf p}g$ is of second order and is dropped. The magnetic term acting on $g$ is of first order and must stay. Equation (1) becomes

$$
-e\,\mathbf E\cdot\mathbf v f_0'-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g=-\frac g\tau ,
$$

or, after multiplication by $-\tau$,

$$
g=e\tau f_0'\,\mathbf v\cdot\mathbf E+e\tau(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g .
\tag{2}
$$

Without a magnetic field the solution is $g=e\tau f_0'\,\mathbf v\cdot\mathbf E$. A magnetic force turns the velocity and leaves the energy unchanged, which suggests a solution of the same form with another vector in place of $\mathbf E$:

$$
g=e\tau f_0'\,\mathbf v\cdot\mathbf A ,
\tag{3}
$$

where $\mathbf A$ does not depend on $\mathbf p$. Its gradient has two parts, one from $f_0'$ and one from $\mathbf v=\mathbf p/m$:

$$
\nabla_{\mathbf p}g=e\tau\left[f_0''\,\mathbf v\,(\mathbf v\cdot\mathbf A)+f_0'\,\frac{\mathbf A}{m}\right].
$$

The first part is parallel to $\mathbf v$ and drops out when multiplied by $\mathbf v\times\mathbf B$. In the second, a cyclic exchange of the triple product gives $(\mathbf v\times\mathbf B)\cdot\mathbf A=\mathbf v\cdot(\mathbf B\times\mathbf A)$. Equation (2) then reads

$$
e\tau f_0'\,\mathbf v\cdot\mathbf A
=e\tau f_0'\,\mathbf v\cdot\left[\mathbf E+\frac{e\tau}{m}\,\mathbf B\times\mathbf A\right].
$$

It holds for every $\mathbf v$ if

$$
\mathbf A=\mathbf E+\frac{e\tau}{m}\,\mathbf B\times\mathbf A .
\tag{4}
$$

Since $\tau$ and $m$ are constants, (4) contains no energy, and one vector $\mathbf A$ serves the whole distribution. The rest of the argument depends on this.

There is no second solution. The difference $d$ of two solutions of (2) would obey $-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}d=-d/\tau$. The left side is the rate of change of $d$ seen by an electron moving in the magnetic field alone, so $d$ would decay as $e^{-t/\tau}$ along the orbit. In momentum space the orbit is a closed circle, or a point if $\mathbf v$ is parallel to $\mathbf B$, and $d$ must return to its starting value after each turn. This requires $d=0$.

Now let $\mathbf B$ point along $z$, and define the cyclotron frequency $\omega_c=eB/m$ and the number

$$
\beta=\omega_c\tau=\frac{e\tau}{m}B ,
$$

which is the angle in radians through which an electron turns in one relaxation time. Since $\mathbf B\times\mathbf A=B(-A_y,A_x,0)$, the components of (4) are

$$
A_x=E_x-\beta A_y,\qquad A_y=E_y+\beta A_x,\qquad A_z=E_z .
$$

Inserting the second into the first gives $A_x=E_x-\beta E_y-\beta^2A_x$. Inserting the first into the second gives $A_y=E_y+\beta E_x-\beta^2A_y$. Therefore

$$
A_x=\frac{E_x-\beta E_y}{1+\beta^2},\qquad
A_y=\frac{E_y+\beta E_x}{1+\beta^2}.
\tag{5}
$$

The current comes from $g$ alone, because $\mathbf v f_0$ is odd in $\mathbf p$ and integrates to zero. With (3),

$$
j_i=-e^2\tau\sum_k A_k\int\frac{2\,d^3p}{h^3}\,v_iv_kf_0' .
$$

Here $v_kf_0'=\partial f_0/\partial p_k$, and integration by parts, with no boundary term because $f_0$ vanishes at large $p$, gives

$$
\int\frac{2\,d^3p}{h^3}\,v_i\frac{\partial f_0}{\partial p_k}
=-\int\frac{2\,d^3p}{h^3}\,f_0\frac{\partial v_i}{\partial p_k}
=-\frac nm\,\delta_{ik}.
$$

The two minus signs cancel, and

$$
\mathbf j=\sigma_0\mathbf A,\qquad \sigma_0=\frac{ne^2\tau}{m}.
\tag{6}
$$

The shape of $f_0$ has disappeared except for the density. The result holds for a dilute classical gas, for a degenerate Fermi gas, and for cases in between. The example is of the last kind, with its Fermi level $0.67\,k_BT$ above the band bottom.

To find the electric field that accompanies a given current, solve (4) for $\mathbf E$ and insert $\mathbf A=\mathbf j/\sigma_0$:

$$
\mathbf E=\mathbf A-\frac{e\tau}{m}\,\mathbf B\times\mathbf A
=\frac{\mathbf j}{\sigma_0}-\frac{e\tau}{m}\,\frac{m}{ne^2\tau}\,\mathbf B\times\mathbf j .
$$

In the last term $\tau$ and $m$ cancel. With $-\mathbf B\times\mathbf j=\mathbf j\times\mathbf B$ and $\rho_0=1/\sigma_0$,

$$
\boxed{\ \mathbf E=\rho_0\,\mathbf j+\frac1{ne}\,\mathbf j\times\mathbf B,\qquad \rho_0=\frac{m}{ne^2\tau}\ }
\tag{7}
$$

In a long bar along $x$ no current can leave through the sides, so $j_y=0$ in the steady state. For $\mathbf j$ along $x$ and $\mathbf B$ along $z$, $\mathbf j\times\mathbf B$ points along $-y$, and (7) gives

$$
E_x=\rho_0j_x,\qquad E_y=-\frac{j_xB}{ne},\qquad
R_H\equiv\frac{E_y}{j_xB}=-\frac1{ne}.
\tag{8}
$$

The resistivity $\rho_{xx}=E_x/j_x$ equals $\rho_0$ at every value of $\beta$: the magnetoresistance is zero. The same holds for any direction of the current relative to $\mathbf B$, because $\mathbf j\times\mathbf B$ has no component along $\mathbf j$.

The sign of $R_H$ can be checked by following the electrons. For a current along $+x$ they drift along $-x$, so $\mathbf v\times\mathbf B$ for the drift points along $+y$ and the magnetic force along $-y$. Electrons collect on the $-y$ side of the bar and leave the $+y$ side positive. The resulting field points from the positive to the negative side, along $-y$, as in (8).

For the example, $1/(ne)=6.2415\times10^{-6}\ \mathrm{m^3/C}$ and the mobility is $e\tau/m=1.7588\ \mathrm{m^2/(V\,s)}$. Since $\sigma_0=ne\,(e\tau/m)$,

$$
\sigma_0=\frac{1.7588}{6.2415\times10^{-6}}\ \mathrm{S/m}=2.818\times10^{5}\ \mathrm{S/m},
\qquad \rho_0=3.549\times10^{-6}\ \Omega\,\mathrm m .
$$

The bar is 1 mm wide and 0.1 mm thick and carries 1 mA, so $j_x=10^{-3}/(10^{-3}\times10^{-4})=10^4\ \mathrm{A/m^2}$. At 1 T,

$$
\begin{aligned}
E_x&=3.549\times10^{-6}\times10^4=0.0355\ \mathrm{V/m},\\
E_y&=-6.2415\times10^{-6}\times10^4\times1=-0.0624\ \mathrm{V/m}.
\end{aligned}
$$

Across the width of 1 mm the Hall voltage has the size $62.4\ \mu\mathrm V$. The ratio $|E_y|/E_x$ equals $\beta=1.759$, which is the tangent of $60.4^\circ$. This is the angle met at the beginning. Within this model, with one band and one constant $\tau$, the Hall voltage gives the density, and the ratio of the two fields gives the mobility.

Why does the bar not notice that its electrons are being turned? Put $\mathbf A=\mathbf j/\sigma_0$ into (3):

$$
g=e\tau f_0'\,\frac{m}{ne^2\tau}\,\mathbf v\cdot\mathbf j=\frac{m}{ne}\,f_0'\,\mathbf v\cdot\mathbf j .
\tag{9}
$$

To first order in $\mathbf E$, the distribution at a given current contains no $B$. It is the same function, state by state, as without a magnetic field. In the kinetic equation the Hall field $\mathbf E_H=\mathbf j\times\mathbf B/(ne)$ contributes

$$
-e\,\mathbf E_H\cdot\mathbf v f_0'=-\frac{f_0'}{n}\,\mathbf v\cdot(\mathbf j\times\mathbf B),
$$

while the magnetic force acting on (9) contributes

$$
-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g
=-\frac{f_0'}{n}\,(\mathbf v\times\mathbf B)\cdot\mathbf j
=+\frac{f_0'}{n}\,\mathbf v\cdot(\mathbf j\times\mathbf B).
$$

The two cancel at every momentum. What remains is the balance between $E_x$ and collisions, which is that of the bar without a magnetic field. This does not mean that each electron moves in a straight line. The magnetic force depends on the electron's own velocity and the Hall force does not, so individual paths are still curved. It is the distribution that stays unchanged, to first order in $\mathbf E$.

The cancellation needs the Hall field. If that field is shorted, so that $E_y=0$ and a transverse current may flow, (5) and (6) give

$$
j_x=\frac{\sigma_0E_x}{1+\beta^2},\qquad j_y=\frac{\beta\,\sigma_0E_x}{1+\beta^2}.
$$

The conductivity $\sigma_{xx}=\sigma_0/(1+\beta^2)$ does fall with $B$. In the example it is $0.564\,\sigma_0$ at 0.5 T, $0.244\,\sigma_0$ at 1 T and $0.035\,\sigma_0$ at 3 T. Such a situation arises in a flat ring with contacts along its inner and outer edges, where the transverse current closes on itself around the ring. The resistance between these contacts grows by the factor $1+\beta^2$, although the material is the same. Metal contacts at the ends of a bar short the Hall field locally in the same way, so the resistance measured between the end contacts does rise: at 1 T in the example by a factor of 2.02 for a square sample, 1.36 for a bar three times as long as it is wide, and 1.11 for one ten times as long. A constant $\rho_{xx}$ and a falling $\sigma_{xx}$ do not conflict: one is measured at $j_y=0$ and the other at $E_y=0$, and in a magnetic field they are not reciprocals of each other.

For $\beta\gg1$ the shorted current becomes almost perpendicular to the electric field, with $j_y\approx\sigma_0E_x/\beta=neE_x/B$. The relaxation time has dropped out. This is the drift of free charges in crossed fields at the speed $E_x/B$. For $\beta\ll1$ the loss of longitudinal current is of second order in $B$, while $j_y$ is of first order.

Equation (7) was derived to first order in $\mathbf E$, but within this model it needs no such restriction. Multiply the full equation (1) by $\mathbf p$ and integrate over momentum. On the left, integration by parts with a divergence-free force gives

$$
\int\frac{2\,d^3p}{h^3}\,\mathbf p\,(\mathbf F\cdot\nabla_{\mathbf p}f)
=-\int\frac{2\,d^3p}{h^3}\,\mathbf F f
=ne(\mathbf E+\mathbf u\times\mathbf B),
$$

where $\mathbf u$ is the mean velocity. On the right, $f_0$ carries no momentum, and $\mathbf p=m\mathbf v$ gives $-nm\mathbf u/\tau$. Hence

$$
\frac{m\mathbf u}{\tau}=-e(\mathbf E+\mathbf u\times\mathbf B).
\tag{10}
$$

With $\mathbf u=-\mathbf j/(ne)$ this is (7) again, now for any strength of $\mathbf E$. This extends the law for the mean velocity, not the state-by-state statement (9). At second order the shape of $f$ at a given current does depend on $B$: the same procedure with $p_ip_k$ in place of $\mathbf p$ shows that in the bar the mean of $v_y^2$ exceeds its equilibrium value by $2\beta^2u^2/(1+4\beta^2)$, which vanishes at $B=0$. The step uses both assumptions once more: a constant $\tau$ can be taken out of the integral, and a parabolic band makes the mean momentum proportional to the mean velocity.

The physical range is narrower than the mathematical one. Multiply (1) by $\varepsilon$ instead of $\mathbf p$. The same integration by parts gives $ne\,\mathbf E\cdot\mathbf u$ on the left, because the magnetic force does no work, and $-n(\bar\varepsilon-\bar\varepsilon_0)/\tau$ on the right, where $\bar\varepsilon$ and $\bar\varepsilon_0$ are the mean energies per electron in $f$ and $f_0$. The scalar product of (10) with $\mathbf u$ gives $-e\,\mathbf E\cdot\mathbf u=mu^2/\tau$, and so

$$
\bar\varepsilon-\bar\varepsilon_0=mu^2 .
$$

In the numerical check at 1 T with $\mathbf E=(3.0,-1.0,0.5)\times10^5\ \mathrm{V/m}$, of size $3.2\times10^5\ \mathrm{V/m}$, the drift speed is 0.71 of the root-mean-square equilibrium speed $v_0$; the ratio depends on the direction of $\mathbf E$. The added energy is then $0.50\,mv_0^2$, about as large as the equilibrium energy $\tfrac12mv_0^2$. Equation (7) still holds in the model, but for a real conductor it would be doubtful that $\tau$ stays the same when the mean energy doubles.

Another departure from the model is a relaxation time that depends on energy. The steps from (2) to (4) remain valid with $\tau(\varepsilon)$, because energy derivatives again multiply a vector along $\mathbf v$. The vector $\mathbf A$, however, now differs from one energy shell to another. By (5), the transverse current of a shell vanishes if $E_y=-\omega_c\tau(\varepsilon)E_x$. One Hall field cannot satisfy this condition for different values of $\tau$. It can make the total transverse current zero, while shells with long $\tau$ carry current to one side and shells with short $\tau$ carry it to the other.

The effect on the resistance follows most easily with complex numbers. Let $A_+=A_x+iA_y$, and likewise for $\mathbf E$ and $\mathbf j$. The components of (4) combine into $A_+=E_++i\omega_c\tau A_+$. Isotropy allows $v_iv_k$ to be replaced by $\delta_{ik}v^2/3$ on each shell. Since $v^2\propto\varepsilon$ and the density of states is proportional to $\sqrt\varepsilon$, the current becomes

$$
j_+=\frac{ne^2}{m}\left\langle\frac{\tau}{1-i\omega_c\tau}\right\rangle E_+,\qquad
\langle X\rangle=\frac{\int_0^\infty X\,\varepsilon^{3/2}(-f_0')\,d\varepsilon}{\int_0^\infty\varepsilon^{3/2}(-f_0')\,d\varepsilon}.
$$

For weak fields the average is $\langle\tau\rangle+i\omega_c\langle\tau^2\rangle-\omega_c^2\langle\tau^3\rangle$ to second order. With $j_y=0$, the ratio $E_+/j_x$ has the real part $\rho_{xx}$ and the imaginary part $E_y/j_x$. Expanding the reciprocal gives

$$
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}-1\approx\omega_c^2\left[\frac{\langle\tau^3\rangle}{\langle\tau\rangle}-\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right],\qquad
R_H\approx-\frac1{ne}\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
$$

The bracket is the variance of $\tau$ when each shell is given the additional weight $\tau$. It is positive for any spread of relaxation times and zero when there is none. For the chosen law $\tau=(1\ \mathrm{ps})\sqrt{\varepsilon/k_BT}$ at 1 T, where the weak-field formulas no longer apply, the full calculation gives a resistivity increase of 7.0 % and a Hall coefficient 1.011 times $-1/(ne)$. At this field the density inferred from $R_H$ is nearly right although the magnetoresistance is easily visible. In weak fields the same law gives a Hall coefficient 1.073 times $-1/(ne)$. Two bands with different mobilities, or with carriers of opposite sign, fail for the same reason, since each would need its own Hall field.

The last condition concerns $B$ itself. Equation (1) treats the orbits classically, whereas quantum mechanics gives them levels with the spacing $\hbar\omega_c$. In the example $\hbar\omega_c/k_BT$ is 0.045 at 1 T and 0.13 at 3 T, so the thermal spread covers many levels and the semiclassical description remains a fair approximation up to $\beta=5.3$. It is not exact there: once $\beta>1$ the levels are resolved, and an estimate for point scatterers puts the quantum correction to $\sigma_{xx}$ at 3 T between about 0.5 and 3 %, depending on the width of the levels. At low temperature or in much stronger fields this is no longer so. That $\mathbf B$ may have any size therefore means any value of $\omega_c\tau$ for which the orbits may still be treated classically.

The numerical check obtains the conductivity without the trial form (3), by following electron orbits and summing over the Fermi distribution. At the three magnetic fields used here, the inverted tensor gives $\rho_{xx}=\rho_0$ to within 3 parts in a million.

## Numbers as computed

```
density n = 1.000e+24 m^-3
band mass / electron mass = 0.10
relaxation time tau = 1.00e-12 s
temperature T = 300 K
Fermi level above band bottom / kT = 0.6692
mobility e tau/m = 1.7588 m^2/(V s)
sigma0 = 2.8179e+05 S/m
rho0 = 3.5487e-06 ohm m
R_H = -1/(n e) = -6.2415e-06 m^3/C
Per field: B, beta, sigma_xx/sigma0 (orbits), hbar omega_c/kT
  0.5 T   0.8794   0.56390   0.0224
  1.0 T   1.7588   0.24429   0.0448
  3.0 T   5.2765   0.03467   0.1343
largest |rho_xx/rho0 - 1|, orbits = 2.7e-06
largest relative error of R_H, orbits = 1.5e-06
largest relative change of g at fixed j = 1.5e-06
Bar at B = 1 T:
  width = 1.00 mm, thickness = 0.10 mm
  current = 1.00 mA
  current density j_x = 1.000e+04 A/m^2
  E_x = 0.03549 V/m
  E_y = -0.06242 V/m
  Hall voltage size |E_y| width = 62.415 uV
  Hall angle size = 60.38 degrees
Strong electric field at B = 1 T:
  size of E = 3.202e+05 V/m
  drift speed / rms equilibrium speed = 0.708
  relative error of the resistivity law = 5.0e-09
Contrast, tau = (1 ps) sqrt(energy/kT), B = 1 T:
  rho_xx(B)/rho_xx(0) - 1 = 0.0700
  Hall coefficient / (-1/(n e)) = 1.0108
```
